# Steady nucleation rate as an inverse sum of attachment resistances

## 1. Result and conditions

Let $c_n$ be the number density of clusters of $n$ atoms. A cluster gains one atom at rate $f_n$ and loses one at rate $b_n$. Monomers are held at a fixed density $c_1$, and clusters are removed on reaching size $N$, so that $c_N=0$. The steady number of clusters passing any size, per unit volume and time, is

$$J=\left[\sum_{n=1}^{N-1}R_n\right]^{-1},\qquad R_n=\frac{1}{f_nC_n}. \tag{1}$$

The reference densities $C_n$ are defined by

$$C_1=c_1,\qquad f_nC_n=b_{n+1}C_{n+1}. \tag{2}$$

The quantity $R_n$ is the attachment resistance of the link $n\to n+1$. In a supersaturated vapour the sum converges, and $N$ may go to infinity. At or below saturation, in the droplet model of section 5, it diverges and the steady rate is zero.

The assumptions are that sizes change by one atom at a time, that the rates are positive and constant, and that a cluster's rates depend on its size but not on its history. In a vapour $f_n$ is proportional to $c_1$, so constant rates require a fixed monomer density as well as a fixed temperature. The same algebra holds for islands of adatoms on a substrate, with densities per unit area, if these assumptions hold there.

## 2. From balances to one flux

The net flux through a link is gains minus losses:

$$J_n=f_nc_n-b_{n+1}c_{n+1}. \tag{3}$$

Size $n\ge2$ is fed by the link below it and drained by the link above it:

$$\frac{dc_n}{dt}=J_{n-1}-J_n. \tag{4}$$

In steady state the left side vanishes, so $J_{n-1}=J_n$ for $2\le n\le N-1$. All links carry the same flux $J$.

One factor needs care at $n=1$. Here $f_1c_1$ is the number of dimers formed per volume and time. A collision between two like monomers makes one dimer, and counting the collisions suffered by each monomer counts every pair twice. The factor $1/2$ that removes this double counting belongs in $f_1$.

## 3. Summing the links

Equation (2) fixes every $C_n$ by recursion:

$$C_n=c_1\prod_{m=1}^{n-1}\frac{f_m}{b_{m+1}}. \tag{5}$$

These are the densities at which every link would carry zero flux. They are a construction from the rates, not the densities present during nucleation. Define $y_n=c_n/C_n$ and insert $c_n=C_ny_n$ in (3):

$$J=f_nC_ny_n-b_{n+1}C_{n+1}y_{n+1}.$$

By (2), the two prefactors are equal, so

$$J=f_nC_n(y_n-y_{n+1})=\frac{y_n-y_{n+1}}{R_n}. \tag{6}$$

This has the form of Ohm's law, with $y_n$ as the potential. Multiply by $R_n$ and add from $n=1$ to $N-1$. Each intermediate $y_n$ appears once with each sign, which leaves

$$J\sum_{n=1}^{N-1}R_n=y_1-y_N=1-\frac{c_N}{C_N}. \tag{7}$$

The last step uses $y_1=c_1/C_1=1$. Setting $c_N=0$ gives (1). If clusters of size $N$ are present, (7) with its full numerator is the correct result.

**Two short chains.** For $N=2$, every dimer is removed and $J=f_1c_1$. For $N=3$, equation (2) gives $C_2=f_1c_1/b_2$, hence

$$J=\left[\frac{1}{f_1c_1}+\frac{b_2}{f_1c_1f_2}\right]^{-1}
=f_1c_1\frac{f_2}{f_2+b_2}.$$

This is the dimer formation rate times the chance that a dimer grows before it breaks up. If $b_2\to0$ at fixed gain rates, then $C_n\to\infty$ for every $n\ge2$ and all resistances after the first vanish. Dimer formation then sets the rate, $J=f_1c_1$.

## 4. The profile is a return probability

Adding (6) from size $n$ to $N-1$, with $y_N=0$, gives

$$y_n=J\sum_{m=n}^{N-1}R_m. \tag{8}$$

Let $P_n$ be the probability that a cluster now at size $n$ shrinks to a monomer before it reaches $N$. Its next step is upward with probability $f_n/(f_n+b_n)$ and downward otherwise. Therefore

$$(f_n+b_n)P_n=f_nP_{n+1}+b_nP_{n-1},$$

or, after collecting differences,

$$b_n(P_{n-1}-P_n)=f_n(P_n-P_{n+1}).$$

Multiply by $C_n$ and replace $b_nC_n$ by $f_{n-1}C_{n-1}$:

$$f_{n-1}C_{n-1}(P_{n-1}-P_n)=f_nC_n(P_n-P_{n+1}).$$

This is the constant-flux condition for $y_n$. The end values also agree, $P_1=1$ and $P_N=0$, so $P_n=y_n$. The actual density $c_n=C_ny_n$ is thus the reference density times the return probability. The first link gives

$$J=f_1c_1(1-y_2), \tag{9}$$

which is the dimer formation rate times the escape probability of a new dimer.

## 5. Droplets in a vapour

The sum now needs rates. Let $c_{sat}$ be the monomer density over bulk liquid and $S=c_1/c_{sat}$ the supersaturation. Write $f_n=\kappa_nSc_{sat}$, where $\kappa_n$ is a collision coefficient.

Give a droplet the surface energy of a sphere with the bulk surface tension $\gamma$. With atomic volume $v$ and monomer radius $r_1=(3v/4\pi)^{1/3}$, the droplet radius is $r_n=r_1n^{1/3}$, and its surface energy divided by $kT$ is

$$\theta n^{2/3},\qquad \theta=\frac{4\pi r_1^2\gamma}{kT}.$$

At saturation, moving an atom from vapour to bulk liquid costs no free energy. Enlarging a droplet costs the added surface energy, so the equilibrium populations of sizes $n+1$ and $n$ have the ratio $\exp\{-\theta[(n+1)^{2/3}-n^{2/3}]\}$. Gains and losses must balance there, which fixes the loss rate:

$$b_{n+1}=\kappa_nc_{sat}\,e^{\theta[(n+1)^{2/3}-n^{2/3}]}. \tag{10}$$

Evaporation is taken not to depend on the vapour density, so (10) is used at any $S$. Then

$$\frac{C_{n+1}}{C_n}=\frac{f_n}{b_{n+1}}=S\,e^{-\theta[(n+1)^{2/3}-n^{2/3}]}.$$

Multiplying these ratios from size 1 upward makes the surface terms telescope:

$$C_n=c_1e^{-g_n},\qquad g_n=\theta(n^{2/3}-1)-(n-1)\ln S. \tag{11}$$

**Convergence.** From (1) and (11), $R_n=e^{g_n}/(f_nc_1)$. For large $n$, $(n+1)^{2/3}-n^{2/3}\to0$ and $f_n/f_{n+1}\to1$, so $R_{n+1}/R_n\to1/S$. For $S>1$ the sum converges by the ratio test. Also $C_n\to\infty$, so any steady state with bounded $c_n$ has $y_n\to0$, and the numerator in (7) tends to one.

For $S\le1$, $g_n$ grows at least as $\theta n^{2/3}$, while $f_n$ grows as a power of $n$. The sum diverges and $J\to0$ as $N\to\infty$. A finite chain below saturation still gives a positive flux, because clusters are being removed at its end.

**Response to supersaturation.** At fixed temperature, $f_nc_1\propto S^2$ and $e^{g_n}\propto S^{-(n-1)}$, so $R_n\propto S^{-(n+1)}$. Differentiating $\ln J=-\ln\sum R_n$ gives

$$\frac{d\ln J}{d\ln S}=\sum_n(n+1)\frac{R_n}{\sum_mR_m}. \tag{12}$$

The logarithmic slope is the resistance-weighted mean of $n+1$.

## 6. The sum near the critical size

Treat $n$ as continuous. Setting $g'(n)=\tfrac23\theta n^{-1/3}-\ln S$ to zero gives the critical size

$$n^*=\left(\frac{2\theta}{3\ln S}\right)^3. \tag{13}$$

Since $g''(n)=-\tfrac29\theta n^{-4/3}$ is negative, this is a maximum. If it is high and broad compared with one atom, replace the sum by an integral, hold $f_n$ at its value $f^*$, and expand $g$ to second order:

$$\sum_nR_n\simeq\frac{e^{g^*}}{f^*c_1}\int_{-\infty}^{\infty}e^{-|g''(n^*)|x^2/2}dx
=\frac{e^{g^*}}{f^*c_1}\sqrt{\frac{2\pi}{|g''(n^*)|}}.$$

Hence

$$J\simeq Zf^*c_1e^{-g^*},\qquad Z=\sqrt{\frac{|g''(n^*)|}{2\pi}}. \tag{14}$$

The Zeldovich factor $Z$ is the inverse of the effective number of links in the sum.

To find the error, write $n=n^*(1+u)$ and define $W^*=\theta n^{*2/3}-n^*\ln S$. Equation (13) gives $n^*\ln S=\tfrac23\theta n^{*2/3}$, so $W^*=\tfrac13\theta n^{*2/3}$ and

$$g-g^*=W^*[3(1+u)^{2/3}-2(1+u)-1]
=W^*\left[-\frac{u^2}{3}+\frac{4u^3}{27}-\dots\right].$$

The important $u$ are of order $W^{*-1/2}$. Terms odd in $u$ integrate to zero, and the first surviving corrections, including those from the variation of $f_n$, are of relative order $1/W^*$.

## 7. Example: tin vapour in argon

Consider liquid tin droplets forming at 1500 K in an inert-gas condensation source. Rough, rounded inputs are a saturation pressure of 0.01 Torr, $\gamma=0.45$ J/m², $v=0.030$ nm³ and argon at 10 Torr. With $S=15$, the tin vapour pressure is 0.15 Torr.

Each collision between a monomer and a cluster is assumed to stick. For hard spheres,

$$\kappa_n=\pi(r_1+r_n)^2\sqrt{\frac{8kT}{\pi\mu_n}},\qquad \mu_n=\frac{n}{n+1}m,$$

where $m$ is the mass of a tin atom, with the extra factor $1/2$ at $n=1$. This requires a mean free path much longer than the droplet radius. For argon atoms of diameter 0.34 nm the path is 30 µm, against a critical radius of 0.48 nm.

Here $kT=0.1293$ eV, $r_1=0.193$ nm and $c_1=9.66\times10^{14}$ cm⁻³. The surface parameter is $\theta=10.15$, and $\ln S=2.708$. Thus

$$n^*=\left(\frac{2\times10.15}{3\times2.708}\right)^3\simeq15.6,\qquad W^*=21.1,$$

$$g^*=W^*-\theta+\ln S=21.1-10.15+2.71\simeq13.7.$$

For the link at $n=15$, $g_{15}=13.65$ and $f_{15}=7.23\times10^5$ s⁻¹, so

$$R_{15}=\frac{e^{13.65}}{(7.23\times10^5)(9.66\times10^{14})}
\simeq1.21\times10^{-15}\ \text{cm}^3\,\text{s}.$$

Adding all links up to $N=200$ gives $1.249\times10^{-14}$ cm³ s. The rate is the inverse:

$$J=8.0\times10^{13}\ \text{cm}^{-3}\text{s}^{-1}=8.0\times10^{19}\ \text{m}^{-3}\text{s}^{-1}.$$

The link at $n=15$ carries 9.7% of the resistance, those at 10 and 20 carry 3.9% and 5.2%, and that at 30 carries 0.09%. The first carries $5.0\times10^{-7}$, which by (9) is also the escape probability of a new dimer. At $n=16$ the return probability is 0.51, so the critical size is close to the point of even chances. The Gaussian formula, with $Z=0.096$, gives 0.998 of the full rate. This is closer than the scale $1/W^*\simeq5\%$, which estimates the order of the error and not its value.

The removal size must lie well beyond the barrier. With $N=20$ the flux is 1.23 times the converged one, because the omitted links carry 18% of the resistance. With $N=40$ the excess is $2\times10^{-6}$. At $S=0.8$, moving $N$ from 20 to 40 lowers the flux from $4\times10^{-11}$ to $3\times10^{-32}$ cm⁻³ s⁻¹. That flux belongs to the boundary.

## 8. When the steady rate applies

Start with monomers alone and hold $c_1$ fixed. A time lag for link $L$ is

$$\tau_L=\int_0^\infty\left[1-\frac{J_L(t)}{J}\right]dt. \tag{15}$$

Equations (4) are linear, $\dot{\mathbf c}=M\mathbf c+\mathbf s$, where $\mathbf c$ holds sizes 2 to $N-1$ and $\mathbf s$ is the supply of dimers. The deficit $\mathbf d=\mathbf c_{steady}-\mathbf c$ obeys $\dot{\mathbf d}=M\mathbf d$ and starts at $\mathbf c_{steady}$. Integrating over all time, with $\mathbf d\to0$, gives $-\mathbf c_{steady}=M\mathbf D$, where $\mathbf D=\int_0^\infty\mathbf d\,dt$. One linear solution for $\mathbf D$ therefore yields

$$\tau_L=\frac{f_LD_L-b_{L+1}D_{L+1}}{J},\qquad L\ge2.$$

For $L=40$ the lag is 88 µs.

Implicit time stepping of (4), with 1 µs steps and sizes up to 20,000, shows clusters above size 40 holding a tenth as many atoms as the monomer population after about 0.79 ms. This calculation keeps $c_1$ fixed. In a closed vapour the rate would fall earlier: the resistance is concentrated near $n^*$, so (12) gives a slope of about $n^*+1\simeq17$, and a 10% loss of monomers at fixed temperature multiplies $J$ by about $0.9^{17}\simeq0.17$; the full sum gives 0.15, because the slope rises as $S$ falls. A constant rate needs a loss well below $1/17$, or 6%. Small clusters also take up monomers. By (11), $C_2/c_1=e^{-g_2}\simeq0.04$, so in a closed vapour the dimers hold about 8% as many atoms as the monomers. There $c_1$ must mean the density left after the small clusters have formed.

The later loss is to growing clusters. The number that have passed size 40 is about $J(t-\tau_L)$. At twice the lag this is $88/(790-88)\simeq1/8$ of the number at 0.79 ms, and those clusters are smaller on average, so they hold less than about 1.3% as many atoms as the monomers. If every collision sticks, this leaves room for a nearly steady interval, but one shorter than 0.79 ms.

## 9. What the example neglects

The factors below compare with $J$ at the same temperature and supersaturation. They are separate estimates, not a combined correction.

**Cluster free energies.** Raising $\gamma$ by 5% multiplies $J$ by 0.06. Since $W^*\propto\theta^3$, it rises by $21.1(1.05^3-1)\simeq3.3$, while the subtracted $\theta$ rises by 0.5, so $g^*$ rises by 2.8. A larger doubt concerns the monomer term. Equation (11) subtracts the surface energy $\theta$ of a one-atom sphere. Leaving it out for $n\ge2$ raises all those $g_n$ by $\theta$ and multiplies $J$ by $e^{-\theta}\simeq4\times10^{-5}$. Bulk surface tension cannot decide between these choices for clusters of a few atoms.

**Latent heat.** Attachment releases energy $q$, taken as a rough 3 eV minus the added surface energy, and detachment takes it back. Argon strikes the cluster at rate $\nu$. Atoms striking a surface carry mean energy $2kT$, so if they leave at the cluster temperature $T+\delta T$, the energy balance is

$$q(f-b)=2k\,\delta T\,\nu.$$

Heating raises the loss rate from $b_0$ to $b\simeq b_0[1+q\,\delta T/(kT^2)]$. Eliminating $\delta T$ gives

$$f-b=\frac{f-b_0}{1+b_0q^2/[2\nu(kT)^2]}.$$

Near the critical size $b_0\simeq f$. Multiplying each $R_n$ by this denominator, with $b_0$ replaced by $f_n$, gives 0.33 of the isothermal $J$. This shows only the order of the reduction. The balance is linear in $\delta T$, but one attachment heats a 15-atom cluster, with heat capacity $3k$ per atom, by roughly 700 K. Carrying the factor from mean growth to every link is a further approximation. A treatment that follows both size and energy, with full energy exchange at each argon collision, gives a lower rate: about 0.2 of the isothermal one with $3k$ per atom. If an $n$-atom cluster has only its $3n-6$ classical vibrations (one for the dimer), it gives about 0.15 to 0.19, the lower value when the hot dimer and trimer are also followed in energy. The result thus depends on the heat capacity assumed and on how the smallest clusters are treated.

**Third bodies.** Two colliding atoms stay bound if a third body removes energy before they part. Taking the lifetime of the pair as $2r_1$ divided by the mean relative speed gives 0.53 ps. Times the argon collision rate, this is a sticking probability $\alpha\simeq1.8\times10^{-5}$. Detailed balance reduces the reverse rate equally, so $C_n$ is unchanged and $R_1$ becomes $R_1/\alpha$. The added share is $5.0\times10^{-7}/1.8\times10^{-5}\simeq0.03$, and $J$ falls by 3%. At this $\alpha$ the slow first step matters little to the steady rate, because its resistance was so small. The estimate is generous, since it lets every argon collision stabilise the pair; with $\alpha$ ten times smaller $J$ falls by 22%. The slow step matters much more to the lag. Filling the dimer population at the reduced rate takes about $C_2/(\alpha f_1c_1)\simeq13$ ms, and the lag (15) at $L=40$ becomes about 15 ms, far longer than the 88 µs of section 8. The steady interval found there therefore relies on the assumption that every collision sticks. Applying the same $\alpha$ to the first two or three links leaves 0.73 or 0.23 of $J$. This is probably too severe, since larger complexes should live longer, but their lifetimes were not calculated.

**Dimer attachment.** Adding steps $n\to n+2$, with dimers at density $C_2$ and reverse rates from detailed balance, and solving the larger linear system raises $J$ by 13%. Equation (1) no longer applies, because the links no longer form a single series.

**Comparison with a real source.** The argon pressure is a chosen input, not a measured one. To supply tin at 0.15 Torr, the evaporator must be hotter than the 1500 K nucleation zone. The vapour then cools and dilutes as it flows, which breaks the assumption of constant conditions. At fixed temperature, a 10% rise in $S$ multiplies $J$ by about $1.1^{17}\simeq5$. The steady formula can follow the flow if $S$ changes by much less than 6% during the lag, with a correspondingly small change of the rates through temperature. Even then, the free-energy choice above leaves the absolute rate uncertain by orders of magnitude. For given rates and the stated boundaries, the resistance sum does not add to that uncertainty.
